**Rotation gain of a moire pattern, found from film atoms**

A film with lattice constant $a_f=p\,a_s$ and misfit $\varepsilon=p-1$, turned by $\theta$ on a substrate with lattice constant $a_s$, has a moire pattern that turns by $\phi=\arg[(p-e^{i\theta})/\varepsilon]$. The gain $d\phi/d\theta$ is $-1/\varepsilon$ at zero rotation, but only $1/2$ for a twist without misfit. The program samples a substrate potential at film atoms, finds the strongest long-wave Fourier component by search, and asserts that its direction and period agree with the formulas. It also asserts the gain against finite differences, the limiting angles, the inversion from pattern angle to film angle, and the unchanged direction under a periodic relaxation. For rough lattice constants of graphene on Ir(111), the output shows a gain of 10.5 at zero rotation and a pattern turn of 10.4° for a film rotation of 1°. Exchanging the layers reverses the sense of turning, and removing the misfit removes the magnification. A shear of 0.1% turns individual moire vectors by up to 0.6°, while the mean over three equivalent vectors vanishes to first order.

## Program and output

```python
"""
Result under test: a film (lattice constant a_f = p*a_s, p = 1 + misfit) turned
by theta on a substrate (a_s) has a moire pattern that turns by
    phi = arg[(p - exp(i theta)) / misfit],
    dphi/dtheta = 1/2 + (1 - p^2)/(2 D),  D = 1 + p^2 - 2 p cos(theta).
The gain at theta = 0 is -1/misfit; without misfit it is only 1/2.
Independent road: film atoms sample a substrate potential, and the strongest
long-wave Fourier component of the samples is found by search.
Lengths in nm, wave vectors in 1/nm, angles in degrees unless named _rad.
"""
import numpy as np
from scipy.optimize import minimize

WINDOW = 4.0          # Gaussian window width of the atomic patch, nm
PATCH_RADIUS = 18.0   # nm


def lattice_cell(a, theta=0.0):
    """Columns are the primitive vectors of a triangular lattice."""
    t = np.radians(theta)
    rot = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    return rot @ (a * np.array([[np.sqrt(3) / 2, 0.0], [0.5, 1.0]]))


def reciprocal_star(cell):
    """Three shortest reciprocal vectors (columns), at 0, 60, 120 degrees."""
    b = 2 * np.pi * np.linalg.inv(cell).T
    return np.column_stack([b[:, 0], b[:, 0] + b[:, 1], b[:, 1]])


def pattern_vector(a_sub, a_film, theta, centre, relax=0.0):
    """Search for the moire wave vector within 30 degrees of 'centre'."""
    n_max = int(1.2 * PATCH_RADIUS / a_film) + 2
    n = np.arange(-n_max, n_max + 1)
    idx = np.array(np.meshgrid(n, n)).reshape(2, -1)
    atoms = lattice_cell(a_film, theta) @ idx
    atoms = atoms[:, np.hypot(*atoms) < PATCH_RADIUS]
    window = np.exp(-np.sum(atoms**2, axis=0) / (2 * WINDOW**2))
    star = reciprocal_star(lattice_cell(a_sub))
    g_len = np.linalg.norm(star[:, 0])
    if relax:  # every atom moves along the local substrate force
        atoms = atoms + relax * (star / g_len) @ np.sin(star.T @ atoms)
    signal = window * np.cos(star.T @ atoms).sum(axis=0)
    angles = np.radians(centre + np.linspace(-30, 30, 17))
    directions = np.column_stack([np.cos(angles), np.sin(angles)])
    projected = directions @ atoms
    best_amp, best_k = -1.0, None
    for k in g_len * np.linspace(0.03, 0.30, 32):
        amp = np.abs(np.exp(-1j * k * projected) @ signal)
        j = int(np.argmax(amp))
        if amp[j] > best_amp:
            best_amp, best_k = amp[j], k * directions[j]

    def negative_amplitude(k_vec):
        return -abs(np.exp(-1j * (k_vec @ atoms)) @ signal) / best_amp

    simplex = best_k + np.array([[0.0, 0.0], [0.08, 0.0], [0.0, 0.08]])
    fit = minimize(negative_amplitude, best_k, method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-6,
                                fatol=1e-12, maxiter=400))
    angle = np.degrees(np.arctan2(fit.x[1], fit.x[0]))
    angle = centre + (angle - centre + 180) % 360 - 180
    return angle, np.linalg.norm(fit.x)


def turn_formula(p, theta):
    return np.degrees(np.angle((p - np.exp(1j * np.radians(theta))) / (p - 1)))


def d_factor(p, theta):
    return 1 + p * p - 2 * p * np.cos(np.radians(theta))


def gain_formula(p, theta):
    return 0.5 + (1 - p * p) / (2 * d_factor(p, theta))


def difference_vector(a_sub, a_film, theta):
    """Explicit difference of reciprocal vectors from inverted cells."""
    return (reciprocal_star(lattice_cell(a_sub))[:, 0]
            - reciprocal_star(lattice_cell(a_film, theta))[:, 0])


def turn_between(k_old, k_new):
    cross = k_old[0] * k_new[1] - k_old[1] * k_new[0]
    return np.degrees(np.arctan2(cross, k_old @ k_new))


# Worked example: rough values for graphene on Ir(111)
a_s, a_f = 0.272, 0.246
p = a_f / a_s
misfit = p - 1
g_s = np.linalg.norm(reciprocal_star(lattice_cell(a_s))[:, 0])
print(f"Substrate, film lattice constants: {a_s:.3f}, {a_f:.3f} nm (rough)")
print(f"Misfit: {100*misfit:.2f} %; as an angle {np.degrees(abs(misfit)):.2f} deg")
print(f"Substrate reciprocal vector: {g_s:.3f} 1/nm")
print(f"Gain at zero rotation, -1/misfit: {-1/misfit:.3f}")

# Atomic search against the formula, followed from zero rotation
print("Columns: film deg | turn, atoms deg | turn, formula deg |"
      " linear deg | period nm | gain")
centre = 0.0
measured = {}
for theta in (0.0, 0.5, 1.0, 2.0, 3.0, 5.0):
    centre, k_len = pattern_vector(a_s, a_f, theta, centre)
    measured[theta] = centre
    period_atoms = 4 * np.pi / (np.sqrt(3) * k_len)
    period = a_f / np.sqrt(d_factor(p, theta))
    assert abs(centre - turn_formula(p, theta)) < 0.02
    assert abs(period_atoms / period - 1) < 1e-3
    print(f"  {theta:.1f} | {centre:.2f} | {turn_formula(p, theta):.2f} | "
          f"{-theta/misfit:.2f} | {period_atoms:.3f} | "
          f"{gain_formula(p, theta):.2f}")

# Components of the difference at one degree
k0 = difference_vector(a_s, a_f, 0.0)
k1 = difference_vector(a_s, a_f, 1.0)
t1 = np.radians(1.0)
assert np.allclose(k1, [g_s * (1 - np.cos(t1) / p), -g_s * np.sin(t1) / p])
print(f"Difference vector at 0 deg, along g: {k0[0]:.3f} 1/nm")
print(f"Difference vector at 1 deg, along g: {k1[0]:.3f} 1/nm")
print(f"Difference vector at 1 deg, across g: {k1[1]:.3f} 1/nm")

# Local gain from finite differences of explicit vectors
for film in (a_f, 0.300):
    for theta in (0.0, 3.0, 8.0):
        h = 0.001
        slope = turn_between(difference_vector(a_s, film, theta - h),
                             difference_vector(a_s, film, theta + h)) / (2 * h)
        assert abs(slope - gain_formula(film / a_s, theta)) < 1e-4
theta_half = np.degrees(abs(misfit))
print(f"Gain at rotation equal to misfit ({theta_half:.2f} deg): "
      f"{gain_formula(p, theta_half):.2f}")

# Control: equal lattice constants, nearly equal vectors, but no large gain
twist_a, _ = pattern_vector(a_s, a_s, 4.0, -90.0)
twist_b, _ = pattern_vector(a_s, a_s, 6.0, twist_a)
assert abs((twist_b - twist_a) / 2.0 - 0.5) < 0.02
print(f"No misfit, film 4 to 6 deg: pattern turns {twist_b-twist_a:.2f} deg, "
      f"gain {(twist_b-twist_a)/2:.2f}")

# Control: half the misfit, half the film rotation, about the same turn
a_mid = (a_s + a_f) / 2
start, _ = pattern_vector(a_s, a_mid, 0.0, 0.0)
end, _ = pattern_vector(a_s, a_mid, 0.5, start)
assert abs((end - start) - turn_formula(a_mid / a_s, 0.5)) < 0.05
print(f"Half misfit (film {a_mid:.3f} nm), film 0.5 deg: pattern turns "
      f"{end-start:.2f} deg")

# Control: larger film lattice constant, opposite sense of turning
start, _ = pattern_vector(a_f, a_s, 0.0, 0.0)
end, _ = pattern_vector(a_f, a_s, 1.0, start)
p_large = a_s / a_f
assert end < start
assert abs((end - start) - turn_formula(p_large, 1.0)) < 0.02
print(f"Layers exchanged (misfit {100*(p_large-1):+.2f} %), film 1 deg: "
      f"pattern turns {end-start:.2f} deg")
k_ref = difference_vector(a_f, a_s, 0.0)
scan = [abs(turn_between(k_ref, difference_vector(a_f, a_s, t)))
        for t in np.linspace(0, 60, 2401)]
limit = np.degrees(np.arcsin(1 / p_large))
assert abs(max(scan) - limit) < 1e-3
print(f"Layers exchanged, largest possible turn: {max(scan):.2f} deg")

# Smaller film lattice constant: gain one where the pattern has turned by 90
theta_one = np.degrees(np.arccos(p))
k_one = difference_vector(a_s, a_f, theta_one)
assert abs(turn_between(k0, k_one) - 90) < 1e-6
assert abs(gain_formula(p, theta_one) - 1) < 1e-9
print(f"Example: gain falls to 1 at film rotation {theta_one:.2f} deg")

# Reading the film rotation back from the atomic pattern
phi_rad = np.radians(measured[3.0])
theta_back = np.degrees(phi_rad - np.arcsin(p * np.sin(phi_rad)))
assert abs(theta_back - 3.0) < 0.01
print(f"Pattern turn {measured[3.0]:.2f} deg read back as film "
      f"{theta_back:.3f} deg")
print(f"Film error for 1 deg pattern error near zero: {abs(misfit):.3f} deg")

# Periodic relaxation leaves the pattern direction unchanged
relax = 0.003
relaxed, _ = pattern_vector(a_s, a_f, 1.0, measured[0.0], relax)
assert abs(relaxed - measured[1.0]) < 0.02
print(f"Relaxation amplitude per wave {relax:.3f} nm, film 1 deg: turn "
      f"{relaxed:.2f} deg")

# Average shear imitates rotation in one vector but not in the mean of three
shear = 0.001
strain = p * np.array([[1.0, shear], [shear, 1.0]])
star = reciprocal_star(lattice_cell(a_s))
shear_turns = []
for g in star.T:
    k_plain = g - g / p
    k_sheared = g - np.linalg.inv(strain).T @ g
    shear_turns.append(turn_between(k_plain, k_sheared))
assert abs(shear_turns[0] - np.degrees(shear / misfit)) < 0.002
assert abs(np.mean(shear_turns)) < 0.01
print(f"Shear {100*shear:.1f} %, turns of three vectors: "
      + ", ".join(f"{x:.3f}" for x in shear_turns) + " deg")
print(f"Mean of the three shear turns: {np.mean(shear_turns):.4f} deg")
print(f"Film rotation imitated in first vector: {np.degrees(-shear):.3f} deg")

# Thermal strain if the film follows the cooling substrate completely
expansion, cooling = 7e-6, 1000.0
p_cold = p * (1 - expansion * cooling)
print(f"Rough expansion {expansion:.1e} 1/K, cooling {cooling:.0f} K: strain "
      f"{100*expansion*cooling:.2f} %")
print(f"Gain with this strain fully locked in: {1/(1-p_cold):.2f}")

# Buckling shortens the projected film lattice
height_range = 0.05
wave_amp = height_range / 4.5
k_len = np.linalg.norm(k0)
cell_grid = np.arange(60) / 60
s, t = np.meshgrid(cell_grid, cell_grid)
phases = [2 * np.pi * s, 2 * np.pi * t, -2 * np.pi * (s + t)]
height = wave_amp * sum(np.cos(f) for f in phases)
assert abs(np.ptp(height) / height_range - 1) < 1e-6
slope_x = -wave_amp * k_len * sum(
    np.cos(2 * np.pi * j / 3) * np.sin(f) for j, f in enumerate(phases))
shortening = np.mean(np.sqrt(1 + slope_x**2)) - 1
assert abs(shortening / (3 * wave_amp**2 * k_len**2 / 8) - 1) < 0.01
print(f"Rough buckling {height_range:.2f} nm peak to valley: shortening "
      f"{100*shortening:.3f} %")
print(f"Gain with buckling: {1/(1-p*(1-shortening)):.2f}")

print("OK")
```

Running it gives:

```
Substrate, film lattice constants: 0.272, 0.246 nm (rough)
Misfit: -9.56 %; as an angle 5.48 deg
Substrate reciprocal vector: 26.674 1/nm
Gain at zero rotation, -1/misfit: 10.462
Columns: film deg | turn, atoms deg | turn, formula deg | linear deg | period nm | gain
  0.0 | -0.00 | -0.00 | 0.00 | 2.574 | 10.46
  0.5 | 5.22 | 5.22 | 5.23 | 2.564 | 10.39
  1.0 | 10.36 | 10.36 | 10.46 | 2.536 | 10.17
  2.0 | 20.18 | 20.18 | 20.92 | 2.431 | 9.39
  3.0 | 29.05 | 29.05 | 31.38 | 2.282 | 8.34
  5.0 | 43.52 | 43.52 | 52.31 | 1.944 | 6.18
Difference vector at 0 deg, along g: -2.819 1/nm
Difference vector at 1 deg, along g: -2.815 1/nm
Difference vector at 1 deg, across g: -0.515 1/nm
Gain at rotation equal to misfit (5.48 deg): 5.73
No misfit, film 4 to 6 deg: pattern turns 1.00 deg, gain 0.50
Half misfit (film 0.259 nm), film 0.5 deg: pattern turns 10.36 deg
Layers exchanged (misfit +10.57 %), film 1 deg: pattern turns -9.36 deg
Layers exchanged, largest possible turn: 64.74 deg
Example: gain falls to 1 at film rotation 25.26 deg
Pattern turn 29.05 deg read back as film 3.000 deg
Film error for 1 deg pattern error near zero: 0.096 deg
Relaxation amplitude per wave 0.003 nm, film 1 deg: turn 10.36 deg
Shear 0.1 %, turns of three vectors: -0.599, 0.302, 0.297 deg
Mean of the three shear turns: 0.0000 deg
Film rotation imitated in first vector: -0.057 deg
Rough expansion 7.0e-06 1/K, cooling 1000 K: strain 0.70 %
Gain with this strain fully locked in: 9.81
Rough buckling 0.05 nm peak to valley: shortening 0.037 %
Gain with buckling: 10.43
OK
```
